# Precursor depletion between two closely spaced reactive wafers

**Q.** Two wafers of radius $R$ stand face to face, a distance $s$ apart, in a deposition furnace. Precursor enters only at the rim, and both facing surfaces consume it. Surely the centre is starved. How would you even begin to say by how much?

**A.** By counting molecules. Let $c(r,z)$ be the precursor concentration, with $z$ measured from midgap, and $D$ its diffusivity. I assume steady state, uniform temperature, a dilute precursor, no gas flow in the gap and no reaction in the gas. Each wall takes up a flux $kc$, where $k$ is a velocity. Then

$$\nabla^2c=0,\qquad -D\,\partial_zc=kc\ \ (z=\tfrac s2),\qquad +D\,\partial_zc=kc\ \ (z=-\tfrac s2).$$

The signs differ because "towards the wall" is up at one wall and down at the other. At the rim, $c=c_e$ at every height and angle.

Integrate the first equation over the height and call the height average $\bar c(r)$:

$$s\,\frac1r\frac{d}{dr}\left(r\frac{d\bar c}{dr}\right)+\Big[\partial_zc\Big]_{-s/2}^{s/2}=0 .$$

The bracket is $-kc_w/D-kc_w/D=-2kc_w/D$, with $c_w$ the concentration at the walls. Hence

$$Ds\,\frac1r\frac{d}{dr}\left(r\frac{d\bar c}{dr}\right)=2k\,c_w .$$

No approximation has been made beyond the stated model.

**Q.** But you have two unknowns, $\bar c$ and $c_w$.

**A.** In a thin gap they merge. The steepest vertical gradient is $kc_w/D$, at the wall, and it acts over at most $s/2$. The relative difference between wall and midgap is therefore at most about $ks/(2D)$. If $ks/D\ll1$, I may replace both by one function $c(r)$. With $x=\phi r/R$,

$$\frac{d^2c}{dx^2}+\frac1x\frac{dc}{dx}=c,\qquad \phi=R\sqrt{\frac{2k}{Ds}} .$$

The length $R/\phi=\sqrt{Ds/2k}$ is the distance over which wall consumption competes with radial diffusion.

**Q.** Is the 2 real, or could it be absorbed somewhere?

**A.** It counts reactive walls. If one wall is inert, the bracket contains one term and $\phi^2$ is halved. This can be tested on the full two-dimensional problem once we have the solution.

**Q.** Then solve it, without quoting a function I have to look up.

**A.** Try $c=\sum_m a_mx^{2m}$. Since $(x^{2m})''+(x^{2m})'/x=4m^2x^{2m-2}$, matching powers gives $4m^2a_m=a_{m-1}$, so $a_m=a_0/[4^m(m!)^2]$. The series defines the modified Bessel function

$$I_0(x)=\sum_{m=0}^\infty\frac{(x^2/4)^m}{(m!)^2}.$$

The second independent solution behaves as $\ln x$ at the centre. It would carry a finite flux out of the axis, where there is no source, so it is excluded. The rim condition fixes $a_0$:

$$\frac{c(r)}{c_e}=\frac{I_0(\phi r/R)}{I_0(\phi)} .$$

Growth is proportional to $kc$, with the same $k$ everywhere, and $I_0(0)=1$. Therefore

$$\boxed{\frac{\text{growth at centre}}{\text{growth at edge}}=\frac1{I_0\!\left(R\sqrt{2k/(Ds)}\right)}}$$

to leading order in $ks/D$, for $s\ll R$. The rim concentration cancels, so depletion of the gas outside the wafers changes the growth rate but not this ratio.

For a test, take $R/s=15$ and $ks/D=0.01$, so that $\phi=15\sqrt{0.02}=2.121$. The two-dimensional solution gives a ratio of 0.4024, and the formula gives 0.4026. With one wall inert, the two values are 0.606 and 0.607. The factor 2 does count walls.

**Q.** A ratio of two points says little about the whole wafer.

**A.** The average follows from the same equation. Written as $(xI_0')'=xI_0$, it integrates to $\int_0^\phi xI_0\,dx=\phi I_1(\phi)$, where $I_1=I_0'$. The area average relative to the edge is

$$\frac{2}{R^2}\int_0^R\frac{I_0(\phi r/R)}{I_0(\phi)}\,r\,dr=\frac{2}{\phi^2}\frac{\phi I_1(\phi)}{I_0(\phi)}=\frac{2I_1(\phi)}{\phi I_0(\phi)} .$$

In the test case this is 0.676, against 0.675 from the two-dimensional solution.

**Q.** What does the ratio look like when depletion is weak, and when it is severe?

**A.** For small $\phi$, $I_0\simeq1+\phi^2/4$, so

$$\frac1{I_0(\phi)}\simeq1-\frac{\phi^2}{4}=1-\frac{kR^2}{2Ds}.$$

The deficit grows as the wafer area and falls as the inverse gap.

For large $\phi$, use $I_0(x)=\frac1\pi\int_0^\pi e^{x\cos\theta}d\theta$. This is the same series: odd powers of the cosine average to zero, and the average of $\cos^{2m}\theta$ is $(2m)!/[4^m(m!)^2]$, whose $(2m)!$ cancels that of the exponential series. When $x$ is large, angles near zero dominate, and $\cos\theta\simeq1-\theta^2/2$ gives

$$I_0(x)\simeq\frac{e^x}{\pi}\int_0^\infty e^{-x\theta^2/2}d\theta=\frac{e^x}{\sqrt{2\pi x}},\qquad \frac1{I_0(\phi)}\simeq\sqrt{2\pi\phi}\,e^{-\phi}.$$

The centre is then exponentially starved.

**Q.** An exponential amplifies small errors in its argument. Does your height average survive there?

**A.** That needs the full problem. Separation of variables gives modes $\cos(2xz/s)\,I_0(2xr/s)$, where $x$ now denotes a number fixed by the wall condition:

$$D\frac{2x}{s}\sin x=k\cos x\quad\Longrightarrow\quad x\tan x=B,\qquad B=\frac{ks}{2D}.$$

All modes have the same ratio of slope to value at the wall, which makes them orthogonal across the gap. Projecting the uniform rim value on a mode, with $u=2z/s$, gives its amplitude:

$$\frac{A}{c_e}=\frac{\int_{-1}^1\cos(xu)\,du}{\int_{-1}^1\cos^2(xu)\,du}=\frac{2\sin x/x}{(x+\sin x\cos x)/x}=\frac{2\sin x}{x+\sin x\cos x}.$$

The second root exceeds $\pi$, so that mode decays inwards roughly as $e^{-2\pi R/s}$ and is negligible at the centre when $s\ll R$. The lowest mode, evaluated at the wall, leaves

$$\frac{\text{centre}}{\text{edge}}=\frac{2\sin x\cos x}{x+\sin x\cos x}\,\frac1{I_0(2xR/s)} .$$

Now expand for small $B$. From $x^2+x^4/3\simeq B$ we get $x^2\simeq B-B^2/3$, so $x\simeq\sqrt B\,(1-B/6)$. Since $2\sqrt B\,R/s=\phi$, the argument is $\phi(1-B/6)$, and

$$\frac1{I_0(\phi-\phi B/6)}\simeq\frac1{I_0(\phi)}\left[1+\frac{\phi B}{6}\frac{I_1(\phi)}{I_0(\phi)}\right].$$

The prefactor is

$$\frac{\sin2x}{x+\frac12\sin2x}\simeq\frac{2x-\frac43x^3}{2x-\frac23x^3}\simeq1-\frac{x^2}{3}\simeq1-\frac B3 .$$

Adding the two changes and inserting $B=ks/(2D)$, the relative correction to the thin-gap ratio is

$$\frac{ks}{D}\left[\frac{\phi I_1(\phi)}{12I_0(\phi)}-\frac16\right].$$

Your suspicion is justified: for large $\phi$ the formula needs $\phi ks/(12D)\ll1$ as well as $ks/D\ll1$.

**Q.** Give me a process rather than symbols.

**A.** Consider polysilicon from silane diluted in nitrogen. I take rough typical values: 900 K, 0.3 Torr, $R=7.5$ cm, $s=0.5$ cm, $k=0.2$ cm/s and a silane mole fraction of 0.2. For the diffusivity I take $Dp=760$ Torr cm²/s, with $D$ inversely proportional to the pressure $p$. Then $D=760/0.3=2533$ cm²/s, and

$$\phi^2=\frac{2(0.2)(7.5)^2}{(2533)(0.5)}=0.0178,\qquad \phi=0.133 .$$

The centre-to-edge ratio is 0.9956, a deficit of 0.44%, which $\phi^2/4$ reproduces. Here $ks/D=3.9\times10^{-5}$, so the thin-gap approximation is safe.

The edge growth rate is $k\,(yp/k_BT)\,\Omega$, with $y$ the silane mole fraction and $\Omega=0.020$ nm³ the film volume per silicon atom. It comes to 1.5 nm/min. The diffusion time $R^2/D=0.022$ s is tiny beside a minute of growth, which supports the steady state.

**Q.** So my starved centre barely exists. What if the same gap is run at atmospheric pressure?

**A.** Hold the temperature, geometry and $k$ fixed and raise $p$ to 760 Torr. Now $D=1.0$ cm²/s, $\phi^2=45$ and $\phi=6.71$. The thin-gap ratio is 0.0078, and the average growth is 0.27 of the edge value. The large-$\phi$ law gives 0.0079.

With $ks/D=0.10$, the finite-gap correction is 3.5%. It raises the ratio to 0.0080, the value that the two-dimensional solution also gives.

This comparison isolates diffusion. It does not predict an atmospheric reactor, where buoyant flow and gas-phase decomposition may matter. Within the model, it shows why low pressure permits close stacking.

**Q.** Where is the boundary between the two regimes?

**A.** A 1% deficit requires $I_0(\phi)=1/0.99$, hence $\phi=0.201$. With $D=(Dp)/p$,

$$p=\frac{\phi^2(Dp)s}{2kR^2}=\frac{(0.201)^2(760)(0.5)}{2(0.2)(7.5)^2}\simeq0.68\ \text{Torr}.$$

This limit holds for these values of $k$, $R$, $s$ and temperature, and for depletion alone.

**Q.** You assumed a gas at rest. But silane leaves two hydrogen molecules behind for each one consumed.

**A.** That drives an outward flow. Let $N$ be the radial silane flux and $n$ the total gas density, uniform at fixed pressure and temperature. Hydrogen carries $-2N$ and the carrier gas carries nothing, so the total flux is $-N$. With one common diffusivity, an approximation,

$$N=-nD\frac{dy}{dr}+y(-N)\quad\Longrightarrow\quad N=-nD\frac{d}{dr}\ln(1+y).$$

The wall balance becomes $D\,\nabla^2\ln(1+y)=2ky/s$, where $\nabla^2$ is the radial operator. For weak depletion, write $y=y_e-\delta$, with $y_e$ the rim value. Then $\ln(1+y)\simeq\ln(1+y_e)-\delta/(1+y_e)$, and to leading order

$$\nabla^2\delta=-(1+y_e)\frac{\phi^2}{R^2}y_e,\qquad \frac{\delta}{y_e}=(1+y_e)\frac{\phi^2}{4}\left(1-\frac{r^2}{R^2}\right).$$

With a common diffusivity the deficit is multiplied by $1+y_e=1.2$. Numerical solution of the nonlinear equation gives 1.199 at 0.3 Torr, a deficit of 0.53% instead of 0.44%. At 760 Torr the same equation gives a ratio of 0.0068 instead of 0.0078.

For silane in nitrogen, however, the common diffusivity gets even the sign wrong. Silane diffuses through hydrogen with a diffusivity $D_H$ nearly four times its value $D$ in nitrogen. If friction with each gas is counted separately (the Stefan–Maxwell equations), and no hydrogen is present at the rim, the silane gradient there obeys

$$-n\frac{dy}{dr}=N\left[\frac{1-y_e}{D}+\frac{2y_e}{D_H}\right].$$

The second term comes from hydrogen streaming outwards against the silane. For weak depletion the deficit is therefore multiplied by $1-y_e+2y_eD/D_H\simeq0.9$, which lowers it to about 0.40%. At 760 Torr the ratio rises to about 0.010. The factor $1+y_e$ is recovered when $D_H=D$, as when hydrogen itself is the carrier, but then $D$ is larger too.

**Q.** At 0.3 Torr, is there even a diffusivity? Molecules may fly from wall to wall.

**A.** Some do. Take molecules of mean speed $v$ and mean free path $\ell$, with isotropic scattering in the gas. In bulk, $D=v\ell/3$. Here $v=7.7\times10^4$ cm/s, so $\ell=3D/v=0.099$ cm, about a fifth of the gap. This $\ell$ is a transport length defined by $D$; the hard-sphere collision path is about half as long, so the correction below is a rough estimate.

Suppose that walls re-emit molecules with no memory of their direction. A molecule at height $h$ above the wall it came from, moving at an angle to the normal with cosine $\mu$, has had a path of at most $h/\mu$ in which to sample the radial gradient. In the relaxation-time transport equation, its contribution to the flux is reduced by the factor $1-e^{-h/(\ell\mu)}$. The squared direction cosine along the gradient averages over azimuth to $(1-\mu^2)/2$, and its bulk average is $1/3$. Dividing by that value,

$$\frac{D_{\rm gap}}{D}=1-3\int_0^1\!d\mu\,\frac{1-\mu^2}{2}\,\frac1s\int_0^s\!e^{-h/(\ell\mu)}dh .$$

For $\ell$ well below $s$ the inner integral is nearly $\ell\mu$, so

$$\frac{D_{\rm gap}}{D}\simeq1-\frac{3\ell}{2s}\int_0^1(\mu-\mu^3)\,d\mu=1-\frac{3\ell}{8s}=0.926 .$$

The integral evaluated without this last approximation also gives 0.926. A simulation of individual flights gives 0.924, which agrees within its sampling scatter of one or two units in the last digit. The smaller diffusivity raises the deficit to 0.48%.

**Q.** Could a more reactive species break the whole description?

**A.** Yes. In an isotropic gas half the molecules move towards a given wall, with mean normal speed $v/2$, so the impact flux is $cv/4$. Our $k$ therefore corresponds to a reaction probability $4k/v=1.0\times10^{-5}$ per impact. A radical that reacts at nearly every impact would have $k$ about $10^5$ times larger. With similar $D$ and $v$, $ks/D$ would be of order 4, and the height average fails. So does the isotropic estimate of the impact flux.

Gas-phase loss at a rate $k_g$ adds $k_gsc$ to the wall uptake $2kc$. As a loss of silane it is small if $k_g\ll2k/s=0.80$ s⁻¹. That does not make it harmless for uniformity, because the reactive products also deposit, and those formed in the open space outside the rim land mainly near the edge. With a 2 cm annulus around the wafers and a product that reacts at 1% of its impacts, $k_g$ equal to only 1% of $2k/s$ raises the deficit from 0.44% to about 1.3%.

The kinetics may also depart from first order. If growth varies as $c^m$, with the same rate at the rim, weak depletion still lowers the concentration at the centre by $\phi^2/4$, because the uptake is nearly uniform. The growth deficit becomes $m\phi^2/4$.

**Q.** Then would you expect a real wafer to be uniform to half a per cent?

**A.** Not from this result alone. The pressure, temperature and spacing are in the usual range for low-pressure polysilicon furnaces. Growth there is roughly 10 nm/min with undiluted silane, which our $k$ matches (7.7 nm/min at $y=1$). The drop to 1.5 nm/min at $y=0.2$ is a consequence of first-order kinetics. Real silane kinetics saturate with silane pressure and are inhibited by hydrogen, so for the diluted gas the effective $k$ can be several times larger and the deficit can differ from 0.44%.

The assumption to distrust first is uniform temperature. If $k\propto e^{-E/k_BT}$, a small difference $\Delta T$ changes it by the fraction $E\,\Delta T/(k_BT^2)$. With a rough activation energy $E=1.7$ eV, a centre 1 K colder than the edge has a $k$ lower by 2.4% and, since the colder gas is 0.1% denser, grows 2.3% more slowly. That is more than five times the depletion deficit, and larger than either the hydrogen or the free-path correction. For these parameters, with first-order kinetics and no reactive gas-phase products, controlling temperature to a fraction of a kelvin matters more than widening the gap. The numerical output lists the separate contributions, with the hydrogen effect computed for a common diffusivity.

## Numbers as computed

```
INPUTS (rough typical values)
temperature 900 K; pressure 0.3 Torr
wafer radius 7.5 cm; gap 0.5 cm; R/s 15
wall velocity k 0.2 cm/s; D*pressure 760 Torr cm2/s
silane mole fraction 0.2; activation energy 1.7 eV
film volume per Si atom 0.020 nm3
silane molecular mass 32.12 u
TEST CASE, full 2D solution against thin-gap law
ks/D 0.01; phi 2.1213
two reactive walls: 2D 0.40244, thin gap 0.40260
one reactive wall:  2D 0.60615, thin gap 0.60727
mean/edge growth:   2D 0.67494, thin gap 0.67573
largest profile error 0.00149 of edge value
EXAMPLE AT 0.3 Torr
D 2533.3 cm2/s; ks/D 3.947e-05
phi^2 0.01776; phi 0.1333
centre/edge growth 0.99557; 2D solution 0.99557
centre deficit 0.443 %
small-phi deficit phi^2/4 0.444 %
mean/edge growth 0.99779
edge growth rate 1.545 nm/min
centre growth rate 1.538 nm/min
diffusion time R^2/D 0.0222 s
wall loss rate 2k/s 0.80 1/s
phi for 1 % deficit 0.2008
pressure for 1 % deficit 0.681 Torr
NEGLECTED EFFECTS AT 0.3 Torr
released H2: centre/edge 0.99469; deficit x 1.199
mean speed 77023 cm/s; mean free path 0.0987 cm
reaction probability 4k/v 1.04e-05
D factor: formula 0.9260, flights 0.9244
centre/edge with reduced D 0.99522
centre 1 K colder: growth factor 0.9759
growth loss per kelvin 2.41 %
SAME GAP AT 760 Torr, k unchanged
D 1.00 cm2/s; ks/D 0.100; phi 6.7082
centre/edge: thin gap 0.007767
centre/edge: large-phi law 0.007926
centre/edge: lowest mode 0.008039, 2D 0.008041
2D mesh shift on halving cells -0.075 %
finite-gap change: mode 3.50 %, first order 3.49 %
centre/edge with released H2 0.006841
mean/edge growth 0.2749
```
